\section*{Fast Marching for Developer Arrival Times, Tested on Radial Dissolution}

\section{A developer front under a covered surface}

Developer enters a resist film through a long narrow slit in an impermeable top layer. It dissolves the resist below the slit and also sideways, under the cover. Too short a development leaves resist that should have gone; too long a development removes resist that should stand, and the cover above it loses its support. Both questions concern one function: the time $T(\mathbf x)$ at which the front first reaches the point $\mathbf x$.

Assume that dissolution is limited by the reaction at the resist surface, with a rate $R(\mathbf x)>0$ that depends on position but not on front direction or time. Induction time and depletion of the developer are left out. During a time $dt$ the front advances along its normal $\mathbf n$ by $dn=R\,dt$. Since $\mathbf n$ points along $\nabla T$,
\begin{equation}
T(\mathbf x+\mathbf n\,dn)-T(\mathbf x)=|\nabla T|\,dn=\frac{dn}{R}
\quad\Longrightarrow\quad |\nabla T|=\frac1R\equiv s .
\end{equation}
This is the eikonal equation, and $s$ is the slowness. Where several fronts could reach a point, the first one removes the resist, so $T$ is the minimum of $\int s\,d\ell$ over paths from the opening.

Let $x$ be the lateral distance from the slit centre and $z$ the depth. The opening is modelled as a half-cylindrical notch of radius $a$, with $T=0$ on its edge. By symmetry the quadrant $x,z\ge0$ suffices. If $R$ depends on $r=\sqrt{x^2+z^2}$ alone, the answer is known. A path to radius $r$ must cross all radii between $a$ and $r$, and $d\ell\ge|dr|$, so no path takes less than
\begin{equation}
T(r)=\int_a^r s(r')\,dr' ,
\end{equation}
and the straight radial path takes this time. For uniform $R$, $T=(r-a)/R$.

The notch is a modelling choice. A flat slit of half-width $a$ lies inside the disc of radius $a$ and contains its centre, so its distance to a point at $r>a$ lies between $r-a$ and $r$. At uniform rate the two openings therefore differ in arrival time by at most $a/R$.

\section{Why walking along grid edges fails}

Take a square grid of spacing $h$. The simplest rule says that a node is reached from its earliest neighbour after the time needed to dissolve one edge:
\begin{equation}
T_P=\min_{\text{neighbours}}T+hs_P .
\end{equation}
This computes the quickest path made of grid edges. For uniform $R$ and an opening at the origin, the node $(mh,mh)$ is $2m$ edges away, so the rule gives $2mh/R$. The true time is $\sqrt2\,mh/R$. The rule is late by the factor $\sqrt2$, or 41\% of the true time, for every $h$. A finer staircase is no shorter.

The fault is that one neighbour cannot describe an oblique front. When the front crosses the grid at an angle, the time differences along $x$ and $z$ are both components of one gradient, and their squares must add up to $s^2$. Let $A$ be the smaller of the two neighbouring times in the $x$ direction and $B$ the smaller in the $z$ direction. With $f=hs_P$ and $(q)_+=\max(q,0)$, require
\begin{equation}
(T_P-A)_+^2+(T_P-B)_+^2=f^2 .
\label{eq:disc}
\end{equation}
The positive parts express causality: a neighbour reached later than $P$ cannot influence the arrival at $P$. At $z=0$ the missing neighbour above the surface would be the mirror image of the one below, so leaving it out does not change the minimum. The same holds at $x=0$.

If both terms are active, expansion gives
\begin{equation}
2T_P^2-2(A+B)T_P+A^2+B^2-f^2=0 .
\end{equation}
A quarter of the discriminant is $(A+B)^2-2(A^2+B^2-f^2)=2f^2-(A-B)^2$, hence
\begin{equation}
T_P=\tfrac12\left[A+B\pm\sqrt{2f^2-(A-B)^2}\right].
\label{eq:update}
\end{equation}
The lower sign gives a value no greater than the mean of $A$ and $B$, so it cannot lie above both, as two active terms require. For the upper sign,
\begin{equation}
T_P-\max(A,B)=\tfrac12\left[\sqrt{2f^2-(A-B)^2}-|A-B|\right],
\end{equation}
which is non-negative when $|A-B|\le f$. If $|A-B|\ge f$, the solution is $T_P=\min(A,B)+f$: it does not exceed the later neighbour, whose term then vanishes. A plane front in a uniform resist, with its normal at an angle $\theta$ to the $x$ axis ($0\le\theta\le\pi/2$), has $|A-B|=f\,|\cos\theta-\sin\theta|$. This reaches $f$ only when the normal lies along a grid axis, and there the edge rule survives. Any tilt brings in both neighbours.

\section{Finding the order of computation}

Equation \eqref{eq:disc} couples all nodes, and repeated sweeps over the grid would be one way to solve it. Causality offers a single pass:
\begin{enumerate}
\item Fix the times at the opening, and compute tentative times for the adjacent nodes.
\item Accept the node with the smallest tentative time $t$.
\item Recompute its unaccepted neighbours from accepted values, and return to step 2.
\end{enumerate}

The accepted value is final for the following reason. When a node with time $t$ is accepted, a neighbour's tentative time either stays as it was, hence at least $t$, or changes because the new value contributes to \eqref{eq:disc}, in which case it exceeds $t$. All later acceptances therefore have times of at least $t$. Inserted into the equation of the node already accepted, they contribute zero. Each node thus satisfies \eqref{eq:disc} with its complete set of neighbours.

A heap supplies the smallest tentative time. A node is recomputed at most once for each of its four neighbours, so $N$ nodes cost $O(N\log N)$ operations.

\section{Starting from an edge that misses the nodes}

The circle $r=a$ passes between nodes. Setting $T=0$ at all nodes inside it places the front too far back, because a computed node then sees a zero at a point up to $h$ inside the edge. A better choice continues the arrival time inward with its slope at the edge:
\begin{equation}
T=(r-a)\,s(a)\qquad (r\le a).
\end{equation}
These negative times are data for the difference formula, not physical arrivals. A computed node has $r>a$, so the fixed nodes next to it have $r\ge a-h$. There the linear continuation is exact for uniform $R$ and has an error of order $h^2$ for smooth $s(r)$.

To compare solutions with different data, call $u$ a subsolution if the left side of \eqref{eq:disc} is at most $f^2$ at each computed node, and $W$ a supersolution if it is at least $f^2$. If $u\le W$ on the fixed nodes next to computed ones, then $u\le W$ at all computed nodes. Suppose not, and let $P$ be the node with $u_P>W_P$ that has the smallest $W_P$. At least one term of $W$ at $P$ is positive, since their sum is at least $f^2>0$. The neighbour behind a positive term has a smaller $W$, so it does not violate the inequality, and $u\le W$ there. The corresponding term of $u$ is then larger than that of $W$. The sum for $u$ exceeds $f^2$, which contradicts the assumption. Applied in both directions, this also shows that \eqref{eq:disc} has one solution for given data.

Now let $R$ be uniform and $T_h$ the solution with signed data. Equation \eqref{eq:disc} contains time differences alone, so $T_h+h/R$ is also a solution, and its relevant edge data are non-negative. Comparison shows that zeroed data delay the arrival by at most $h/R$. First order is kept, with a larger error.

\section{A guaranteed first-order bound}

Stay with uniform $R$ and insert the true time $T=(r-a)/R$ into the scheme. This function is convex, so its backward difference does not exceed its derivative: $(T-A)/h\le T_x$, and likewise in $z$. On an axis the corresponding term and derivative both vanish. The left side of \eqref{eq:disc} is then at most $h^2(T_x^2+T_z^2)=f^2$. The true time is a subsolution, and $T\le T_h$: the computed front is never early.

For the other side, $T_{xx}=z^2/(Rr^3)\le1/(Rr)$. The differences use points with $r\ge a-h$, so $T_{xx}$ and $T_{zz}$ are at most $M=1/[R(a-h)]$. Taylor's formula gives $(T-A)/h\ge T_x-hM/2$. For $p,q\ge0$ we have $(p-q)_+^2\ge p^2-2pq$: if $p\ge q$ the difference of the two sides is $q^2$, and if $p<q$ the right side is not positive. With $p=T_x$ or $T_z$ and $q=hM/2$,
\begin{align}
\frac{(T-A)_+^2+(T-B)_+^2}{h^2}
&\ge T_x^2+T_z^2-hM(T_x+T_z)\nonumber\\
&\ge\frac1{R^2}\left[1-\frac{\sqrt2\,h}{a-h}\right],
\end{align}
because $T_x+T_z\le\sqrt2/R$. Stretching $T$ by $1+C$ multiplies the left side by $(1+C)^2$. The choice
\begin{equation}
C=\left[1-\frac{\sqrt2\,h}{a-h}\right]^{-1/2}-1
\end{equation}
therefore makes $W=(1+C)T+Ch/R$ a supersolution. The added constant ensures $W\ge T$ on the relevant fixed nodes, where $T\ge-h/R$. Comparison yields
\begin{equation}
0\le T_h-T\le C\left(T+\frac hR\right),\qquad (1+\sqrt2)h<a .
\label{eq:bound}
\end{equation}
For $h\ll a$, $C\approx h/(\sqrt2\,a)$. The error is of first order at fixed $a$, but the guarantee weakens as the opening shrinks.

\section{What the error is made of}

The bound does not give the size of the error. For smooth radial $s$ and away from the axes, write $T_h=T+he$ and keep first order in $h$. The backward difference in $x$ is $T_x+h(e_x-\tfrac12T_{xx})$, with square $T_x^2+2hT_x(e_x-\tfrac12T_{xx})$. Adding the $z$ part and using $T_x^2+T_z^2=s^2$ leaves
\begin{equation}
T_xe_x+T_ze_z=\tfrac12(T_xT_{xx}+T_zT_{zz}).
\end{equation}
Let $x=r\cos\theta$ and $z=r\sin\theta$. Then $T_x=s\cos\theta$, $T_z=s\sin\theta$, and
\begin{equation}
T_{xx}=s'\cos^2\theta+\frac sr\sin^2\theta,\qquad
T_{zz}=s'\sin^2\theta+\frac sr\cos^2\theta .
\end{equation}
The left side is $s\,e_r$. Division by $s$ gives
\begin{equation}
e_r=\tfrac12s'(\cos^3\theta+\sin^3\theta)
+\frac{s}{2r}\sin\theta\cos\theta(\sin\theta+\cos\theta).
\end{equation}
With signed edge data $e=0$ at $r=a$ to this order, so
\begin{align}
e={}&\tfrac12(\cos^3\theta+\sin^3\theta)[s(r)-s(a)]\nonumber\\
&+\tfrac12\sin\theta\cos\theta(\sin\theta+\cos\theta)
\int_a^r\frac{s(r')}{r'}\,dr' .
\label{eq:e}
\end{align}

The second term comes from the curvature $1/r$ of the front. It vanishes on the axes, where the upwind neighbour lies on the ray itself, and is largest on the diagonal. At uniform rate it is the whole leading error and grows as $\ln(r/a)$. The first term comes from the change of slowness with distance. Its angular factor can be written as $\cos^3\theta+\sin^3\theta=[1+\sin\theta\cos\theta(\cos\theta-\sin\theta)^2]/(\cos\theta+\sin\theta)$. The main part, $1/(\cos\theta+\sin\theta)$, arises because each step, of length $h/(\cos\theta+\sin\theta)$ along the ray, uses the slowness at its far end. The rest comes from combining two neighbours at different radii; it vanishes on the axes and on the diagonal and is at most one ninth of the term. If the resist dissolves more slowly with distance, this adds delay, even on the axes. If it dissolves faster, the term is negative and the computed front can be early; the one-sided bound \eqref{eq:bound} belongs to uniform $R$.

\section{Numbers for two resists}

Take $a=20$ nm, a quadrant of side 200 nm, and the probe point $(120,160)$ nm. It has $r=200$ nm, $\cos\theta=0.6$ and $\sin\theta=0.8$. The first resist has $R=R_0=50$ nm/s, so $T=180/50=3.6$ s. The second has $R=R_0/(1+r/\ell)$ with $\ell=100$ nm; its rate falls from 41.67 nm/s at the notch to 16.67 nm/s at the probe, and
\begin{equation}
T=\frac1{R_0}\left[r-a+\frac{r^2-a^2}{2\ell}\right]
=\frac{180+198}{50}=7.56\ \text{s}.
\end{equation}

One update shows the scheme at work. In the uniform resist with $h=4$ nm, fast marching gives $A=3.61112$ s at $(116,160)$ nm and $B=3.59594$ s at $(120,156)$ nm. With $f=4/50=0.08$ s, \eqref{eq:update} yields
\begin{equation}
T_P=\tfrac12\left[7.20706+\sqrt{0.0128-0.01518^2}\right]
=3.6596\ \text{s},
\end{equation}
which is 59.6 ms late, or 1.7\% of the true time.

The predicted error per spacing follows from \eqref{eq:e}. The angular factors are $\tfrac12(0.6^3+0.8^3)=0.364$ and $\tfrac12(0.48)(1.4)=0.336$, so
\begin{align}
e_{\text{uniform}}&=\frac{0.336\ln10}{50}=0.01547\ \text{s/nm},\\
e_{\text{graded}}&=\frac{0.364(1.8)+0.336(\ln10+1.8)}{50}
=0.04067\ \text{s/nm}.
\end{align}
Fast marching on four grids gives these probe errors:
\begin{center}
\begin{tabular}{ccc}
$h$ (nm) & uniform (ms) & graded (ms)\\
4 & 59.59 & 161.24\\
2 & 30.40 & 81.04\\
1 & 15.37 & 40.63\\
0.5 & 7.71 & 20.33
\end{tabular}
\end{center}
On the finest grid the error divided by $h$ is 15.43 ms/nm for the uniform resist and 40.66 ms/nm for the graded one, close to the predicted 15.47 and 40.67 ms/nm. The largest error over all computed nodes with $r\le200$ nm falls with observed order $\log_2[E(h)/E(h/2)]=0.992$ and 0.996 between the two finest grids.

The bound \eqref{eq:bound} at the probe is 67.3 ms for $h=0.5$ nm in the uniform resist, about nine times the actual error. It guarantees the order but is a poor estimate of the size. Zeroed edge data at $h=1$ nm add 4.4 ms at the probe and up to 17.3 ms elsewhere, within the limit $h/R=20$ ms.

A time error $\delta T$ displaces the computed front by about $R\,\delta T$. For the uniform resist this is $50\times0.0596\approx3.0$ nm at $h=4$ nm and 0.4 nm at $h=0.5$ nm. At uniform rate the computed front lags away from the axes, so the dissolved region is underestimated there. Directly under the cover, at $z=0$, each step adds exactly $h/R$ to exact edge data, and the lateral reach of the undercut is correct. In the graded resist the front lags there too, by the first term of \eqref{eq:e}.

Since the leading error is proportional to $h$, the combination $2T_{h/2}-T_h$ cancels it. The two finest grids then leave 0.06 ms for the uniform resist and 0.03 ms for the graded one.

\section{When the opening is a single node}

It is tempting to represent a very small opening by one node with $T=0$. The radius $a$ then disappears from the problem, and $h$ is the sole length left to set the inner scale. At uniform rate the expansion behind \eqref{eq:e} applies once $r\gg h$. On the diagonal the angular factor is $\tfrac12\cdot\tfrac12\cdot\sqrt2=\sqrt2/4$, so to leading order
\begin{equation}
T_h-T\simeq\frac hR\left[\frac{\sqrt2}{4}\ln\frac rh+\text{const}\right].
\end{equation}
Halving $h$ at fixed $r$ should raise the bracket by $(\sqrt2/4)\ln2=0.2451$. Fast marching from one node gives diagonal errors of 1.2425, 1.4702, 1.7047 and 1.9435, in units of $h/R$, at 40, 80, 160 and 320 steps along each axis. The increments 0.2277, 0.2345 and 0.2388 rise towards the predicted value.

The arrival time still converges, but not at first order. From 160 to 320 steps the error at a fixed point falls by $2\times1.7047/1.9435=1.75$ instead of 2, an observed order of 0.81. For a rounded opening the remedy is to give it its radius, to hold that radius fixed in nanometres while the grid is refined, and to choose $h$ well below it. For a flat slit with sharp edges a fixed width is not enough: beyond each edge the front spreads from a single point, and the logarithm returns.

Formula \eqref{eq:e} also needs a smooth arrival time. Where two fronts meet, $\nabla T$ jumps, and at a sharp boundary between resists the slowness does. The expansion fails at such places. Behind a sharp boundary formula \eqref{eq:e} stays unreliable, because the error made in crossing depends on where the boundary lies between the nodes and is carried onward with the front. The acceptance order and the uniqueness argument do not use smoothness and remain valid.
